# Quantum-jump trajectories with waiting-time sampling, and their cost against the Liouvillian

Anyone who has to propagate an open quantum system of dimension \(d\) must first decide what to store. A density matrix has \(d^2\) entries, and the dense matrix that propagates it has \(d^4\). A state vector has \(d\) entries, but then the dissipation must be sampled, and the answer carries a statistical error. The choice depends on three things: whether the sampled average really is the density matrix, how large its error is, and what each trajectory costs.

The equation to be solved, with \(\hbar=1\) and time-independent operators in finite dimension, is

\[
\dot\rho=-i[H,\rho]+\sum_k\Big(L_k\rho L_k^\dagger-\tfrac12\{L_k^\dagger L_k,\rho\}\Big).
\]

With \(R=\sum_kL_k^\dagger L_k\) and \(H_{\rm eff}=H-\tfrac i2R\), it separates into two parts:

\[
\dot\rho=\mathcal L_0\rho+\mathcal J\rho,\qquad
\mathcal L_0X=-iH_{\rm eff}X+iXH_{\rm eff}^\dagger,\qquad
\mathcal JX=\sum_kL_kXL_k^\dagger .
\]

Indeed \(-iH_{\rm eff}=-iH-\frac12R\) and \(iH_{\rm eff}^\dagger=iH-\frac12R\), so \(\mathcal L_0X=-i[H,X]-\frac12\{R,X\}\).

## The fixed-step scheme and its defect

The direct approach takes a short step \(\Delta\). From a normalized \(\psi\), apply \(L_k\) with probability \(p_k=\Delta\|L_k\psi\|^2\) and normalize. Otherwise replace \(\psi\) by \((1-i\Delta H_{\rm eff})\psi\) and normalize. The squared norm of this last vector is \(1-\sum_kp_k+\Delta^2\|H_{\rm eff}\psi\|^2\), so multiplying its normalized projector by the no-jump probability \(1-\sum_kp_k\) restores the unnormalized projector up to order \(\Delta^2\). With \(P=|\psi\rangle\langle\psi|\), the average after one step is therefore

\[
P+\Delta\Big(-iH_{\rm eff}P+iPH_{\rm eff}^\dagger+\sum_kL_kPL_k^\dagger\Big)+O(\Delta^2).
\]

The generator is right, but \(t/\Delta\) steps accumulate an error of order \(\Delta\). Pure decay of an excited level at rate \(\gamma\) shows its size. The sampled survival probability is \((1-\gamma\Delta)^{t/\Delta}\), and

\[
\frac t\Delta\ln(1-\gamma\Delta)=-\gamma t-\tfrac12\gamma^2t\Delta+O(\Delta^2).
\]

Relative to \(e^{-\gamma t}\), the leading error is \(-\gamma^2t\Delta/2\). Holding its magnitude to \(\varepsilon\) takes \(\Delta=2\varepsilon/(\gamma^2t)\), hence \(\gamma^2t^2/(2\varepsilon)\) steps, each with a random decision. More trajectories do not remove this bias; they only make it visible.

The first repair is to use the exact no-jump evolution \(U(\tau)=e^{-iH_{\rm eff}\tau}\), with survival probability

\[
S(\tau)=\|\phi(\tau)\|^2,\qquad \phi(\tau)=U(\tau)\psi .
\]

Let \(\psi_\tau=\phi(\tau)/\|\phi(\tau)\|\). Since \(U(\tau+s)=U(s)U(\tau)\),

\[
S(\tau+s)=\|U(s)\phi(\tau)\|^2=S(\tau)\,\|U(s)\psi_\tau\|^2 .
\]

The survival probabilities of successive steps thus multiply to the survival probability of the whole interval. A separate decision at every step is unnecessary: one random number can decide the entire waiting time.

## Sampling the waiting time

Draw \(u\) uniformly from \([0,1)\) and let the jump occur when \(S\) falls to \(u\). The probability of no jump up to \(\tau\) is the probability that \(u<S(\tau)\), which is \(S(\tau)\). Its decrease follows from \(\dot\phi=-iH_{\rm eff}\phi\):

\[
-\frac{dS}{d\tau}
=-\langle\phi|\,(iH_{\rm eff}^\dagger-iH_{\rm eff})\,|\phi\rangle
=\langle\phi|R|\phi\rangle
=\sum_k\|L_k\phi(\tau)\|^2 .
\]

This is the waiting-time density. If channel \(k\) is then chosen with probability \(\|L_k\phi\|^2/\sum_j\|L_j\phi\|^2\), the denominator cancels, and the joint density of time and channel is \(\|L_k\phi(\tau)\|^2\). The new state is \(L_k\phi/\|L_k\phi\|\), and a new \(u\) is drawn.

Suppose \(\psi\) overlaps a dark subspace, one that \(H\) maps into itself and every \(L_k\) annihilates. There \(H_{\rm eff}\) acts as \(H\) and preserves that part of the norm, so \(S\) tends to a positive limit. It is not enough that \(L_k\psi=0\) at the start, since \(H\) can carry the state into a decaying level. A draw of \(u\) below that limit means that no further jump ever occurs. An implementation must accept this outcome and not search for a crossing that does not exist.

The factorization of \(S\) also allows a trajectory to be stopped at an observation time, normalized, and continued with a fresh \(u\). The conditional probability of surviving a further time \(s\) is \(\|U(s)\psi_\tau\|^2\), which is what the fresh draw samples.

## Why the average obeys the Lindblad equation

Consider a record: jumps in channels \(k_1,\ldots,k_n\) at times \(t_1<\cdots<t_n\), and none afterwards until \(t\). Associate with it the unnormalized vector

\[
\phi_{\rm rec}=U(t-t_n)L_{k_n}U(t_n-t_{n-1})\cdots L_{k_1}U(t_1)\psi .
\]

The first jump has density \(\|L_{k_1}U(t_1)\psi\|^2\). The second starts from the normalized state, so its conditional density is

\[
\frac{\|L_{k_2}U(t_2-t_1)L_{k_1}U(t_1)\psi\|^2}{\|L_{k_1}U(t_1)\psi\|^2}.
\]

Its denominator cancels the first density. The same happens at each later jump and in the final survival factor, leaving a total record density \(\|\phi_{\rm rec}\|^2\). The trajectory ends in \(\phi_{\rm rec}/\|\phi_{\rm rec}\|\), so

\[
\text{density}\times\text{normalized projector}
=|\phi_{\rm rec}\rangle\langle\phi_{\rm rec}| .
\]

The normalizations, which make each trajectory nonlinear in \(\psi\), have disappeared from the average.

Now sum over channels and integrate over times. Since \(e^{\mathcal L_0\tau}X=U(\tau)XU^\dagger(\tau)\), the records with \(n\) jumps contribute \(\rho_n\), where

\[
\rho_0(t)=e^{\mathcal L_0t}\rho(0),\qquad
\rho_n(t)=\int_0^t e^{\mathcal L_0(t-s)}\mathcal J\rho_{n-1}(s)\,ds ,
\]

and \(s\) is the time of the last jump. Summing over \(n\), the average \(\bar\rho=\sum_n\rho_n\) satisfies

\[
\bar\rho(t)=e^{\mathcal L_0t}\rho(0)+\int_0^t e^{\mathcal L_0(t-s)}\mathcal J\bar\rho(s)\,ds .
\]

In the derivative, the upper limit of the integral gives \(\mathcal J\bar\rho(t)\), and differentiating the two exponentials gives \(\mathcal L_0\) acting on the whole right-hand side:

\[
\dot{\bar\rho}=\mathcal L_0\bar\rho+\mathcal J\bar\rho .
\]

This is the Lindblad equation with the same initial condition, and its solution is unique, so \(\bar\rho=\rho\). A mixed initial state is covered by sampling \(\psi\) from any ensemble that represents it, because the result is linear in \(\rho(0)\).

The infinite sum needs a bound. Let \(\Gamma\) be the largest eigenvalue of \(R\). The jump rate in a normalized state, \(r=\langle R\rangle\), never exceeds \(\Gamma\). Add fictitious events at rate \(\Gamma-r\) that leave the state alone. All events together form a Poisson process of rate \(\Gamma\), and the real jumps are among them. Hence

\[
P(\text{more than }m\text{ jumps})\le
1-e^{-\Gamma t}\sum_{n=0}^{m}\frac{(\Gamma t)^n}{n!}.
\]

The right side vanishes as \(m\to\infty\), uniformly on any finite time interval. Each \(\rho_n\) is positive with trace equal to the probability of \(n\) jumps, so the omitted terms are bounded in trace norm and the sum may be exchanged with the integral. With unbounded \(R\), as for bosonic loss in an infinite space, this argument does not apply as it stands. Negative rates in the master equation would make the jump probabilities themselves meaningless.

A direct check starts three qubits, described below, with all of them excited, and stops at \(t=0.5/\gamma\). Quadrature over records gives probabilities 0.2337, 0.4360 and 0.2720 for zero, one and two jumps, leaving 0.0583 for three or more. Here \(\Gamma=3\gamma\), so \(\Gamma t=1.5\), and the Poisson bound is 0.191. The three record matrices were tested against a calculation that multiplies \(\mathcal J\) by a phase and extracts each jump number by Fourier sum; the largest entry difference was \(1.4\times10^{-16}\).

## Finding the crossing without small steps

It remains to solve \(S(\tau)=u\) cheaply. Because \(S\) never increases, bisection works. Divide an interval into \(2^K\) ticks of length \(\delta\) and store \(U(2^k\delta)\) for \(k=0,\ldots,K\). For each waiting time:

1. Start with the current vector and zero elapsed ticks.
2. For \(k=K,K-1,\ldots,0\), try an advance of \(2^k\) ticks if it fits in the remaining time. Accept it if the new squared norm is still greater than \(u\).
3. If the end has been reached, normalize and stop. Otherwise advance one more tick, apply the jump and repeat.

This finds the last tick with \(S>u\) in at most \(K+1\) trial products. Survival to each tick is sampled with the correct probability; the remaining approximation is that a jump is delayed by at most one tick. At fixed \(t\) the bias is expected to be of order \(\delta\): displaced jump times change the smooth record integrands by that order, and two jumps within one tick have total probability of at most order \(\Gamma^2t\delta\). The defect of the fixed-step scheme has not vanished in principle, but halving \(\delta\) now costs at most one more trial per waiting time instead of twice as many steps.

The stored ladder relies on a constant \(H_{\rm eff}\). For a time-dependent Hamiltonian the waiting-time law survives with a time-ordered propagator, but the crossing must be found during the integration.

## The statistical error

Let \(P_j=|\psi_j\rangle\langle\psi_j|\) be the final projectors of \(N\) independent trajectories and \(\hat\rho=N^{-1}\sum_jP_j\). In the squared Frobenius norm of \(\hat\rho-\rho\), cross terms between different trajectories average to zero. With exact waiting times,

\[
E\|\hat\rho-\rho\|_F^2
=\frac1N\Big(E\,{\rm Tr}P_j^2-{\rm Tr}\rho^2\Big)
=\frac{1-{\rm Tr}\rho^2}{N}.
\]

The dimension does not appear explicitly, and the error is the same for every pure-state unravelling. It vanishes for a pure \(\rho\), where all trajectories agree. This does not make every observable equally easy: \(|{\rm Tr}\,O(\hat\rho-\rho)|\le\|O\|_F\|\hat\rho-\rho\|_F\), and \(\|O\|_F\) can grow with \(d\).

For a Hermitian observable each trajectory supplies \(o=\langle\psi|O|\psi\rangle\). The Cauchy–Schwarz inequality gives \(o^2\le\langle\psi|O^2|\psi\rangle\), and averaging yields

\[
{\rm Var}(o)=E\,o^2-({\rm Tr}\rho O)^2
\le{\rm Tr}\rho O^2-({\rm Tr}\rho O)^2 .
\]

The right side is the variance of single projective measurements. A trajectory does at least as well because it supplies an expectation value, in which the quantum spread within \(\psi\) has already been averaged. The gap between the two sides is the average of \(\langle\psi|O^2|\psi\rangle-o^2\); it vanishes when every trajectory ends in an eigenstate of \(O\).

The left side is not fixed by \(\rho\). Take dephasing with \(H=0\) and \(L=\sqrt\kappa\,\sigma_z\). Let \(\Pi=|e\rangle\langle e|\), so that \(\sigma_z=2\Pi-1\). Then

\[
\kappa(\sigma_z\rho\sigma_z-\rho)
=\kappa(4\Pi\rho\Pi-2\Pi\rho-2\rho\Pi)
=4\kappa\big(\Pi\rho\Pi-\tfrac12\{\Pi,\rho\}\big),
\]

and \(L'=2\sqrt\kappa\,\Pi\) gives the same master equation. Start in \((|g\rangle+|e\rangle)/\sqrt2\) and set \(q=e^{-4\kappa t}\). The coherence decays at rate \(2\kappa\), so \(\langle\sigma_x\rangle=\sqrt q\).

With \(L\), jumps switch the state between the two eigenstates of \(\sigma_x\). Every trajectory gives \(\pm1\), and the variance is \(1-q\), equal to the projective bound. With \(L'\), a jump leaves \(|e\rangle\), for which \(\langle\sigma_x\rangle=0\). Without a jump, the unnormalized state is \((|g\rangle+\sqrt q\,|e\rangle)/\sqrt2\), with \(S=(1+q)/2\) and normalized value \(o=2\sqrt q/(1+q)\). Therefore

\[
{\rm Var}'=\frac{1+q}{2}\,\frac{4q}{(1+q)^2}-q
=\frac{q(1-q)}{1+q},\qquad
\frac{\rm Var}{{\rm Var}'}=1+e^{4\kappa t}.
\]

At \(\kappa t=0.5\) the variances are 0.8647 and 0.1031, a ratio of 8.39; sampling gave 0.8650 and 0.1029. The better choice needs 8.39 times fewer trajectories for this observable, although it has twice as many jumps on average: \({\rm Tr}L'^\dagger L'\rho=2\kappa\), against \(\kappa\). The ratio is 2 at short times and grows without limit. The second unravelling also has a dark state: \(S\to1/2\), and at \(t=20/\gamma\), with \(\kappa=0.5\gamma\), a fraction 0.497 of trajectories had never jumped.

## Three driven qubits

Let \(a_i\) lower qubit \(i\). The model is

\[
H=\frac\Omega2(a_1+a_1^\dagger)+J\sum_{i=1}^{n-1}(a_i^\dagger a_{i+1}+a_{i+1}^\dagger a_i),\qquad L_i=\sqrt\gamma\,a_i,
\]

with \(n=3\), \(J=\gamma\), \(\Omega=2\gamma\), and all qubits initially in the ground state. There are 20000 trajectories and \(K=20\) for each interval \(1/\gamma\), so a tick is \(9.5\times10^{-7}/\gamma\).

At \(t=4/\gamma\), the Liouvillian gives a third-site excitation \(p_3=0.1906\), and the trajectories give \(0.1928\) with standard error

\[
\sqrt{0.04447/20000}=0.0015 .
\]

The difference is about 1.5 standard errors. The projective variance would be \(0.1906(1-0.1906)=0.1543\), so using expectation values reduces the required number of trajectories by \(0.1543/0.04447=3.5\).

The matrix error at this time has predicted root-mean-square value \(\sqrt{0.4311/20000}=0.0046\); this run gave 0.0038. At \(t=3/\gamma\) the observed error, 0.0011, is only a quarter of the predicted 0.0044, an uncommonly small value. The law fixes a mean square, not the error of one run. It was tested by splitting the final ensemble into 400 groups of 50: the group size times the mean squared error was 0.428, against \(1-{\rm Tr}\rho^2=0.431\).

The waiting times were tested separately. The probability of no jump up to \(t=4/\gamma\) is 0.0171, and the sampled fraction was 0.0188, about 1.8 standard errors higher. The mean number of jumps was 2.177, against 2.181 from the master equation.

## Which method to choose

Stack the columns of \(\rho\) into a vector. Then \({\rm vec}(AXB)=(B^T\otimes A)\,{\rm vec}X\), and the Liouvillian matrix is

\[
-i\,\mathbf 1\otimes H_{\rm eff}+iH_{\rm eff}^*\otimes\mathbf 1+\sum_kL_k^*\otimes L_k .
\]

For \(d=8\), one product of two dense Liouvillian-sized matrices costs \(8^6=262144\) complex multiplications. A trajectory used 74.4 matrix–vector products on average, so the ensemble cost

\[
20000\times74.4\times8^2\approx9.5\times10^7
\]

multiplications, excluding construction of the ladder. That would pay for about 363 Liouvillian matrix products. Once the propagator for one interval exists, four applications cost \(4\times4096\) multiplications and carry no sampling error. Reducing the trajectory standard error of \(p_3\) to 0.001 would take about 44000 trajectories, and each further decimal digit a hundred times more. At this size the Liouvillian is the better choice if its exponential takes fewer than a few hundred matrix products.

For larger chains, sparse storage is the fair comparison. The propagators of the ladder are in general dense, so the count below assumes that the ladder is given up: both methods integrate by applying their sparse generators, and the crossing \(S=u\) is found during the integration. In \(H_{\rm eff}\), the drive contributes \(d\) nonzeros. Each of the \(n-1\) bonds contributes \(d/2\), because exactly one of its two qubits must be excited. The diagonal contributes \(d-1\), since only the ground state has no decay. The total is

\[
z_H=\frac{d(n+3)}2-1 .
\]

In the Liouvillian, the \(d(n+1)/2\) off-diagonal elements act from the left and from the right, giving \(d^2(n+1)\) entries. The diagonal gives \(d^2-1\), and each of the \(n\) jumps gives \((d/2)^2\). These sets do not overlap, because a jump changes both indices of \(\rho\) and a Hamiltonian element changes one. Thus

\[
z_{\mathcal L}=d^2\Big(\frac{5n}4+2\Big)-1,\qquad
\frac{z_{\mathcal L}}{z_H}\approx d\,\frac{5n+8}{2(n+3)} .
\]

This ratio is the number of trajectories that cost as much as one Liouvillian propagation, if both need equally many generator applications and jump overhead is ignored. That assumption is not tested here, so the ratio is an estimate and not a measured break-even point. For six qubits it is \(38911/287\approx136\). With that many trajectories the root-mean-square matrix error is at most \(1/\sqrt{136}\approx0.086\). An error of 0.01 needs \((1-{\rm Tr}\rho^2)\times10^4\) trajectories. In the worst case, the maximally mixed state with \({\rm Tr}\rho^2=1/64\), this is about 9840, or 73 times the Liouvillian work on this count, and it is proportionally fewer for a purer state. By the formula, the ratio first exceeds \(10^4\) at \(n=13\), or at \(n=14\) if the Hermiticity of \(\rho\) is used to halve the Liouvillian work.

Memory can decide earlier. At six qubits a dense Liouvillian already takes 268 MB, while the state of a trajectory is a vector of 64 numbers. This saving holds for integration with the sparse \(H_{\rm eff}\); the ladder stores \(K+1\) dense \(d\times d\) matrices, which is more than \(\rho\) itself. Sparse or matrix-form propagation avoids the dense Liouvillian but still carries \(d^2\) entries of \(\rho\). Trajectories are therefore suited to large \(d\), moderate accuracy and many independent processors; the Liouvillian is suited to small \(d\) and to results needed beyond a few digits. The complete comparison at all four times and for two to six qubits is in the numerical output below.

## Computed values

```
Qubits 3, dimension d = 8, trajectories N = 20000
J = 1.0, Omega = 2.0, gamma = 1.0 (units of gamma)
Tick length = 9.537e-07 1/gamma, K = 20
Liouvillian minus direct integration, max entry = 2.9e-12
Record tests: all qubits excited at start, t = 0.5 1/gamma
  probability of 0 jumps = 0.233717
  probability of 1 jumps = 0.436002
  probability of 2 jumps = 0.271994
  probability of 3 or more = 0.058287, Poisson bound = 0.191153
  max entry difference, records vs counting field = 1.4e-16
Third-site excitation p3 and Frobenius error of rho (dimensionless):
 t[1/gamma] p3_Liouv  p3_traj   std_error  Frob_err  predicted_rms
  1.0       0.00949   0.00950   0.00003    0.00120   0.00198
  2.0       0.11825   0.11742   0.00071    0.00326   0.00390
  3.0       0.19431   0.19450   0.00158    0.00109   0.00441
  4.0       0.19061   0.19279   0.00149    0.00377   0.00464
At t = 4.0: trajectory variance of p3 = 0.04447
  upper bound from rho = 0.15428
  trajectories for standard error 0.001 = 44473
Batches of 50: n * mean squared error = 0.4279
  1 - Tr rho^2 = 0.4311
No jump up to t = 4.0: exact 0.01708, sampled 0.01875
  largest survival difference on time grid = 0.00588
  first jump from qubit 1: exact 0.57690, sampled 0.57810
  first jump from qubit 2: exact 0.23639, sampled 0.23520
  first jump from qubit 3: exact 0.16963, sampled 0.16795
Mean jumps per trajectory: exact 2.1808, sampled 2.1770
Dephasing: kappa = 0.5 gamma, t = 1.0 1/gamma
  sigma_z: variance of sigma_x, formula 0.86466, sampled 0.86502
  projector: variance of sigma_x, formula 0.10307, sampled 0.10294
  exact mean sigma_x = 0.36788, variance ratio = 8.389
  projector, t = 20.0 1/gamma: fraction without jump = 0.4970
Trajectory matrix-vector products, total = 1488332
  per trajectory = 74.42
  dense complex multiplications = 9.525e+07
One dense Liouvillian-vector product = 4096 multiplications
One dense Liouvillian-matrix product = 262144 multiplications
Sparse cost: ratio = trajectories of equal cost per generator application
 n   d   nnz_Heff  nnz_Liouv  ratio   1/sqrt(ratio)  dense_Liouv[MB]
 2    4       9         71       7.89   0.3560         0.0041
 3    8      23        367      15.96   0.2503         0.0655
 4   16      55       1791      32.56   0.1752         1.0486
 5   32     127       8447      66.51   0.1226         16.7772
 6   64     287      38911     135.58   0.0859         268.4355
```
